\section*{Terminating Lanczos spectra of excitons: choosing steps, tail and broadening}

\section{What goes wrong when the recursion just stops}

A Lanczos run for an exciton spectrum produces a continued fraction, and the simplest way to finish is to drop everything after the last computed level. In the model worked out below, 12 steps at a broadening of 0.05 eV then give an absorption of 0.36 at 4.5 eV, where the right value is 0.16 (both in eV$^{-1}$). The false structure comes from the cut: a chain of 12 levels has 12 discrete energies, and a small broadening does not merge them into a continuum. Halving the broadening roughly doubles the steps needed.

The setting discussed here is the \emph{terminator}: a closed expression for the levels that were not computed. With it the same 12 steps give 0.16. It rests on an assumption about the spectrum, so the user needs to know when to switch it on, which two energies to give it, and how many steps remain necessary.

\section{From the Hamiltonian to a chain}

Let $H$ be the Bethe--Salpeter Hamiltonian in the Tamm--Dancoff approximation, which is Hermitian, and $P$ the vector of dipole matrix elements, normalised to one. With $z=\omega+i\eta$ and $\eta>0$, absorption is proportional to $-\operatorname{Im}G$, where
\begin{equation}
G(z)=\langle P|(z-H)^{-1}|P\rangle .
\end{equation}
Energies are in eV, so $G$ is in eV$^{-1}$. The full Bethe--Salpeter problem with resonant--antiresonant coupling is not Hermitian and is not covered.

Lanczos starts from $q_1=P$ and builds orthonormal vectors by
\begin{equation}
b_nq_{n+1}=Hq_n-a_nq_n-b_{n-1}q_{n-1},\qquad a_n=\langle q_n|H|q_n\rangle ,
\label{eq:lanczos}
\end{equation}
with $b_0q_0=0$ and $b_n>0$ the norm of the right-hand side. No earlier vectors appear: for $m<n-1$, $Hq_m$ lies in the span of $q_1,\dots,q_{m+1}$, which is orthogonal to $q_n$, so $\langle q_m|Hq_n\rangle=\langle Hq_m|q_n\rangle=0$. In this basis $H$ is a symmetric tridiagonal matrix $J$, a chain with site energies $a_n$ and couplings $b_n$.

Let $G^{(n)}$ be the first diagonal element of the resolvent of the chain that begins at site $n$. If $x$ is the first column of that resolvent, its first row reads $(z-a_n)x_n-b_nx_{n+1}=1$. The remaining rows describe the chain from $n+1$ driven by $b_nx_n$ at its first site, so $x_{n+1}=G^{(n+1)}b_nx_n$. Since $x_n=G^{(n)}$,
\begin{equation}
G^{(n)}=\frac{1}{z-a_n-b_n^2G^{(n+1)}},\qquad G=G^{(1)} .
\label{eq:cf}
\end{equation}
Truncation after $N$ steps sets $G^{(N+1)}=0$.

\section{The square-root tail}

Suppose that $a_n\to a$ and $b_n\to b>0$. A chain with constant coefficients is unchanged when its first site is removed, so its $G^{(n)}$ and $G^{(n+1)}$ are the same function $t$. Equation~(\ref{eq:cf}) becomes
\begin{equation}
b^2t^2-(z-a)t+1=0 .
\label{eq:quad}
\end{equation}
The product of the roots is $1/b^2$. With $\lambda=bt$, the two values of $\lambda$ are therefore reciprocal and obey $\lambda+1/\lambda=(z-a)/b$. If $|\lambda|$ were 1, the left side would be real, which is impossible for $\eta>0$. One root thus has $|\lambda|<1$ throughout the upper half plane. It is the required one, because a resolvent element falls as $1/z$ at large $|z|$ while the other root grows. Explicitly,
\begin{equation}
t(z)=\frac{z-a-\sqrt{z-a-2b}\,\sqrt{z-a+2b}}{2b^2},
\label{eq:t}
\end{equation}
with principal roots. Their product is continuous for $\eta>0$ and tends to $z-a$ at large $|z|$, as it must. One principal root of $(z-a)^2-4b^2$ will not do: for $a-2b<\omega<a$ its argument lies just below the negative real axis, the root is close to $-i\sqrt{4b^2-(\omega-a)^2}$, and $\operatorname{Im}t$ comes out positive, which means negative absorption.

For coefficients that only approach constants, let $D$ be the difference between the true chain from site $n+1$ and the constant one. The resolvent identity and the bound $1/\eta$ on the norm of each resolvent give
\begin{equation}
|G^{(n+1)}-t|\le\frac{\|D\|}{\eta^2}
\le\frac{1}{\eta^2}\sup_{m>n}\bigl(|a_m-a|+|b_m-b|+|b_{m-1}'-b|\bigr),
\end{equation}
where $b'_{m-1}$ is the coupling to the previous site of the same tail, absent for its first site. The right side vanishes as $n\to\infty$, so $t$ is the correct limiting tail at any fixed broadening.

\section{Which two numbers to supply}

Let $\eta\to0$ in (\ref{eq:t}). For $|\omega-a|>2b$ both roots are real or both imaginary, and $t$ is real. Inside,
\begin{equation}
-\frac1\pi\operatorname{Im}t=\frac{\sqrt{4b^2-(\omega-a)^2}}{2\pi b^2},\qquad |\omega-a|<2b .
\end{equation}
The constant chain has the continuum $[a-2b,a+2b]$. The true chain differs from it by coefficients that tend to zero along the chain. Such a perturbation is compact (a limit of finite matrices), and by Weyl's theorem it can add discrete levels but cannot move the continuum. Hence, with $E_{\min}$ and $E_{\max}$ the edges of the continuum,
\begin{equation}
a=\frac{E_{\max}+E_{\min}}2,\qquad b=\frac{E_{\max}-E_{\min}}4 .
\label{eq:ab}
\end{equation}
So $a$ is the band centre and $b$ a quarter of the full width.

On a lattice, an electron--hole attraction that dies away with separation is compact for the same reason. It can pull excitons out of the band but leaves the edges at the lowest and highest energies of independent pairs. If the dipole vector reaches the whole band and the coefficients converge, their limits $a$ and $b$ are therefore known before the first Lanczos step. This argument does not say how fast the limits are approached. The small step counts found below belong to an attraction that decays exponentially; if it is replaced by $-2/(1+|r|)$ eV, the limits are the same but $a_n-a$ falls only as about $-2/n$ eV, and there is no sharp plateau.

The argument also shows when the setting is wrong. Convergent coefficients imply one continuum without gaps. If the pair energies included in the calculation leave a gap and the dipole vector reaches pairs on both sides of it, the coefficients cannot converge, and (\ref{eq:t}) describes the wrong tail.

\section{Why truncation needs steps in proportion to $1/\eta$}

Write $\lambda=e^{-\theta}$ with $\theta=\kappa+i\varphi$ and $\kappa>0$. Then $z-a=2b\cosh\theta$, or in parts
\begin{equation}
\omega-a=2b\cosh\kappa\cos\varphi,\qquad \eta=2b\sinh\kappa\sin\varphi .
\label{eq:kappa}
\end{equation}
At the centre $\varphi=\pi/2$ and $\sinh\kappa=\eta/2b$. Elsewhere inside the band, for small $\eta$ and away from the edges, $\kappa\approx\eta/(2b\sin\varphi)$ with $\cos\varphi\approx(\omega-a)/2b$.

Let $\psi_n=[(z-J)^{-1}]_{n1}$, so that $\psi_1=G$, and let $\psi^{(N)}_n$ be the same column for the chain cut after site $N$. On sites $1$ to $N$ the difference $u=\psi-\psi^{(N)}$ has no source at site 1. Its only source is the missing neighbour, $b_N\psi_{N+1}$ at site $N$. With $R^{(N)}$ the resolvent of the cut chain, which is symmetric,
\begin{equation}
G-G_N=u_1=b_N\psi_{N+1}\psi^{(N)}_N,\qquad
\psi_N-\psi^{(N)}_N=b_N\psi_{N+1}R^{(N)}_{NN} .
\label{eq:cut}
\end{equation}
Where the coefficients have settled, $\psi_n=C\lambda^n$. Seen from its cut end, a long chain looks like a constant one, so $R^{(N)}_{NN}\approx t=\lambda/b$ once $e^{-2N\kappa}\ll1$. Then $\psi^{(N)}_N\approx C\lambda^N(1-\lambda^2)$, and
\begin{equation}
G-G_N\approx bC^2\lambda^{2N+1}(1-\lambda^2)=2bC^2\sinh\theta\,\lambda^{2N+2} .
\label{eq:cut2}
\end{equation}

The amplitude $C$ follows from a balance of flux. Multiply row $n$ of $(z-J)\psi=e_1$ by $\psi_n^*$, sum from 1 to $m$, and take the imaginary part. The terms of $J$ within these sites are real and drop out, leaving
\begin{equation}
\eta\sum_{n=1}^m|\psi_n|^2-b_m\operatorname{Im}(\psi_m^*\psi_{m+1})=-\operatorname{Im}G .
\label{eq:flux}
\end{equation}
In the settled part $\psi_{m+1}=\lambda\psi_m$ and $\operatorname{Im}\lambda=-e^{-\kappa}\sin\varphi$. As $\eta\to0$ at fixed $m$ inside the band, this becomes $b\sin\varphi\,|C|^2=|\operatorname{Im}G|$. Since $|\sinh\theta|\to\sin\varphi$, to leading order in $\eta$
\begin{equation}
|G-G_N|\approx2|\operatorname{Im}G|\,e^{-2N\kappa},\qquad
N\approx\frac{1}{2\kappa}\ln\frac{2|\operatorname{Im}G|}{\varepsilon}
\approx\frac{b\sin\varphi}{\eta}\ln\frac{2|\operatorname{Im}G|}{\varepsilon}
\label{eq:steps}
\end{equation}
for an allowed absolute error $\varepsilon$ much smaller than $2|\operatorname{Im}G|$, so that the condition $e^{-2N\kappa}\ll1$ used in (\ref{eq:cut2}) holds.

The physical picture is an echo. A wave travels along the chain at speed $2b\sin\varphi$ (with $\hbar=1$), reflects from the cut and returns after the time $2N/(2b\sin\varphi)$. Broadening damps it by $e^{-\eta\times\text{time}}=e^{-2N\kappa}$. Truncation is accurate when the echo has died, and the wave is fastest at the band centre.

\section{What sets the step count with the terminator}

Let $J'$ be the chain with the computed $a_1,\dots,a_N$ and $b_1,\dots,b_N$, followed by constants. Let $R$ and $R'$ be the resolvents of $J$ and $J'$, and $\delta a_n=a_n-a$, $\delta b_n=b_n-b$. From $R-R'=R(J-J')R'$,
\begin{equation}
G-G'=\sum_{n>N}\Bigl[\delta a_nR_{1n}R'_{n1}
+\delta b_n\bigl(R_{1n}R'_{n+1,1}+R_{1,n+1}R'_{n1}\bigr)\Bigr].
\label{eq:term}
\end{equation}
No echo from a cut remains; only coefficients that have not yet settled contribute. By (\ref{eq:flux}), in the nearly settled region $|R_{1n}|^2$ is at most about $|\operatorname{Im}G|/(b\sin\varphi)$, and likewise for $R'$. Inside the band, away from its edges, the error is thus at most about
\begin{equation}
\frac{\sqrt{|\operatorname{Im}G|\,|\operatorname{Im}G'|}}{b\sin\varphi}\sum_{n>N}\bigl(|\delta a_n|+2|\delta b_n|\bigr),
\end{equation}
which does not grow as $\eta\to0$. If the deviations fall geometrically, a fixed number of steps serves every small broadening.

A bound exciton below the band needs separate thought. Near its energy $R$ and $R'$ each contain a factor $1/\eta$, so the error at the peak carries $1/\eta^2$. The exciton's amplitude decays along the chain as $|\lambda|^n$, with $\lambda$ taken at its energy. If the deviations fall as $r^n$, the peak error scales as $(r|\lambda|^2)^N/\eta^2$, provided the error in the exciton energy is small compared with $\eta$. The required $N$ then grows only as $\ln(1/\eta)$.

\section{A worked exciton}

Take an electron and a hole on a line of sites, with pair energies $E_k=5-2\cos k$ eV. They attract with energy $-2e^{-|r|}$ eV at a separation of $r$ sites, and $P_k\propto1/E_k$. These are round model parameters; exchange is left out. The reference is the full diagonalization of $H$ on 1200 $k$ points.

The pair band runs from 3 to 7 eV, so (\ref{eq:ab}) gives $a=(7+3)/2=5$ eV and $b=(7-3)/4=1$ eV. The bright exciton lies at 1.947 eV and carries 85\% of the total weight. The Lanczos coefficients approach the predicted constants:
\begin{center}
\begin{tabular}{rcc}
$n$ & $a_n$ (eV) & $b_n$ (eV)\\
1 & 2.3073 & 0.9126\\
2 & 4.6169 & 0.9307\\
4 & 4.9027 & 0.9895\\
6 & 4.9868 & 0.9986\\
8 & 4.9982 & 0.9998\\
10 & 4.9998 & 1.0000
\end{tabular}
\end{center}

Now require $|\Delta G|<0.001$ eV$^{-1}$ everywhere from 1 to 8 eV, and count the steps from which this remains true. ``Edges'' uses (\ref{eq:ab}) in the tail; ``last'' uses $a_N$ and $b_N$.
\begin{center}
\begin{tabular}{cccc}
$\eta$ (eV) & truncated & edges & last\\
0.200 & 28 & 5 & 6\\
0.100 & 56 & 6 & 7\\
0.050 & 112 & 7 & 8\\
0.025 & 224 & 7 & 9
\end{tabular}
\end{center}
The truncated count doubles at each halving of $\eta$, as (\ref{eq:steps}) says. At $\eta=0.05$ eV and the band centre, $|\operatorname{Im}G|=0.1317$ eV$^{-1}$, and the estimate is $(1/0.05)\ln(0.2633/0.001)=20\times5.57\approx111$ steps, against 112 found. At $\eta=0.025$ eV the terminator reduces the work by a factor $224/7=32$.

With 12 steps at $\eta=0.05$ eV, $-\operatorname{Im}G$ in eV$^{-1}$ is:
\begin{center}
\begin{tabular}{cccc}
$\omega$ (eV) & reference & truncated & terminated\\
1.947 & 16.915 & 16.915 & 16.915\\
3.5 & 0.225 & 0.211 & 0.225\\
4.5 & 0.158 & 0.361 & 0.158\\
5.0 & 0.132 & 0.317 & 0.132\\
6.0 & 0.055 & 0.050 & 0.055
\end{tabular}


\end{center}
The bound exciton is right even without a tail, because its amplitude has decayed before the cut. A converged first peak is therefore no evidence that the continuum above it has converged.

\section{Choosing the settings}

\textbf{Tail energies.} Use the lowest and highest pair energies of the transitions included in $H$. If they are not available, the last coefficients cost one or two more steps here. A wrong width is costly: $\delta b_n$ in (\ref{eq:term}) then never decays. With $b$ 5\% too large, 40 steps at $\eta=0.025$ eV leave a maximum error of $6\times10^{-3}$ eV$^{-1}$, against less than $10^{-6}$ eV$^{-1}$ with the right $b$.

\textbf{Number of steps.} Plot $a_n$ and $b_n$. Stop when they lie on their plateau and the spectrum at the smallest wanted $\eta$ no longer changes with $N$. Then start from $G^{(N+1)}=t(z)$ and apply (\ref{eq:cf}) from $n=N$ down to 1. The coefficients do not depend on $z$, so $\eta$ can be changed afterwards without new Lanczos steps.

\textbf{The $k$ grid.} A finite grid has discrete levels, and its plateau must end. Before that, the tail supplies the continuum of the infinite crystal. With 60 $k$ points and $\eta=0.025$ eV, full diagonalization is wrong by up to 0.27 eV$^{-1}$; 20 Lanczos steps on the same grid plus the tail are within $10^{-6}$ eV$^{-1}$ of the 1200-point reference. In this model each step carries the pair one site further apart, and a ring of 60 sites closes at a separation of 30. The tail replaces only the levels beyond $N$; an error in the computed $a_n$ and $b_n$, for instance from a poorly sampled interaction, stays in the result.

\textbf{Dark excitons and rounding.} The model has an odd exciton at 2.977 eV, which the even vector $P$ cannot excite. Rounding still gives $q_n$ a small component $c_n$ along it. Projecting (\ref{eq:lanczos}) on that state, on the plateau, gives $bc_{n+1}=(E-a)c_n-bc_{n-1}$. Outside the band one solution grows, here by $[2.023+\sqrt{2.023^2-4}\,]/2=1.16$ per step. Even with full reorthogonalization, $a_n$ leaves its plateau by more than $10^{-6}$ eV at $n=196$ in this run; the exact step depends on the size of the rounding errors. Keeping every Lanczos vector even removes the fault. A late departure from the plateau is thus a reason to use fewer steps or to impose the symmetry of $P$.

\textbf{Singularities inside the band.} For free pairs on a square lattice, $E=5-\cos k_x-\cos k_y$ eV, with a uniform starting vector, the band again runs from 3 to 7 eV, but its density of states diverges logarithmically at the centre. The couplings settle slowly: $b_{20}=1.004$ and $b_{21}=0.996$ eV. Under the same tolerance, truncation needs 39 steps at $\eta=0.2$ eV and 79 at 0.1 eV; the terminator needs 18 and 38. It saves a factor of about two, and its count still doubles. Equation~(\ref{eq:term}) suggests why: at the centre $\lambda^2\approx-1$, so the products of resolvents alternate in sign with $n$, and deviations $\delta b_n$ that also alternate add up instead of cancelling. Bands of crystals in two and three dimensions have van Hove singularities, and overlapping bands put edges inside the continuum, so the 5 to 9 steps of the worked example should not be expected for a real crystal. For free pairs in two one-dimensional bands, from 3 to 7 eV and from 5 to 11 eV, with a weight ratio of $10^{-4}$ in favour of the first, the tail built on 3 and 11 eV needs about 90 steps at $\eta=0.1$ eV, against about 130 for truncation.

\textbf{Gaps.} For pair energies $5\pm\sqrt{1.25^2+0.75^2+2(1.25)(0.75)\cos k}$ eV, which leave a gap of 1 eV, with no attraction and a uniform starting vector, the couplings alternate between 1.25 and 0.75 eV and do not settle, while $a_n$ stays at 5 eV. With an attraction added, the oscillation can move largely into $a_n$, so both sets of coefficients must be watched. When either $a_n$ or $b_n$ keeps oscillating without decay, the constant tail no longer removes the growth of the step count with $1/\eta$. In the example without attraction, under the same tolerance and at $\eta=0.2$, 0.1 and 0.05 eV, truncation needs about 28, 56 and 108 steps, and the constant tail with $a=5$ eV and $b=1$ eV about 24, 46 and 92. The number of steps must then be converged at the wanted broadening, with or without that tail. If the coefficients repeat with period two, as here, the tail should repeat them: $t=1/[z-a-b_{\rm I}^2/(z-a-b_{\rm II}^2t)]$, with $b_{\rm I}$ and $b_{\rm II}$ the limiting values of $b_{N+1}$ and $b_{N+2}$, needs about 9, 12 and 14 steps.
